# Diffusion Monte Carlo without weights samples the squared trial function

## Definitions and conventions

Units are \(\hbar=m=1\). \(R\) denotes all particle coordinates together, \(\nabla\) acts on all of them, and

\[
H=-\tfrac12\nabla^2+V(R).
\]

Diffusion Monte Carlo (DMC) evolves a function \(\phi(R,\tau)\) in imaginary time \(\tau\):

\[
-\frac{\partial\phi}{\partial\tau}=(H-E_T)\,\phi ,
\]

where \(E_T\) is a constant energy offset. Importance sampling uses a trial function \(\psi_T(R)\), taken real and normalized, and follows the product \(f=\psi_T\phi\) instead of \(\phi\). Two quantities are built from \(\psi_T\), the drift velocity and the local energy:

\[
v=\frac{\nabla\psi_T}{\psi_T},\qquad E_L=\frac{H\psi_T}{\psi_T}.
\]

The density of walkers is \(f\), so \(f\ge0\) is required. If \(\psi_T\) has nodes, \(\phi\) is held to the sign of \(\psi_T\) and vanishes at the same nodes.

The claim is that when the walkers' weights are switched off, the stationary density is \(\psi_T^2\) and its current is zero everywhere. Variational Monte Carlo (VMC) samples this same density.

## 1. A simple case: one walker coordinate, Gaussian trial function

Take \(V=x^2/2\), so that energies are in \(\hbar\omega\), lengths in \(\sqrt{\hbar/(m\omega)}\) and times in \(1/\omega\). Let \(\psi_T\propto e^{-ax^2/2}\) with \(a>0\). Then \(\psi_T'=-ax\,\psi_T\) and \(\psi_T''=(a^2x^2-a)\psi_T\), which give

\[
v=-ax,\qquad E_L=-\frac{\psi_T''}{2\psi_T}+\frac{x^2}{2}=\frac a2+\frac{1-a^2}{2}\,x^2 .
\]

Without weights, a walker repeats one move with a small time step \(\Delta\):

\[
x'=x+\delta,\qquad \delta=\Delta\,v(x)+\sqrt{\Delta}\,\xi ,
\]

where \(\xi\) is a Gaussian random number of mean 0 and variance 1. To find how the density changes, follow the average of any smooth function \(g\) that vanishes far away. Since \(\langle\delta\rangle=\Delta v\) and \(\langle\delta^2\rangle=\Delta+\Delta^2v^2\), a Taylor expansion gives

\[
\langle g(x')\rangle-g(x)=\Delta\left(v\,g'+\tfrac12 g''\right)+O(\Delta^2).
\]

Average over \(f\), divide by \(\Delta\), and let \(\Delta\to0\). One integration by parts moves the derivative off \(g'\), and two move those off \(g''\):

\[
\int g\,\frac{\partial f}{\partial\tau}\,dx=\int f\left(v g'+\tfrac12 g''\right)dx=\int g\left[-(vf)'+\tfrac12 f''\right]dx .
\]

This holds for every \(g\), so

\[
\frac{\partial f}{\partial\tau}=-\frac{\partial J}{\partial x},\qquad J=vf-\tfrac12\frac{\partial f}{\partial x}.
\]

The first part of \(J\) is carried by the drift, the second by diffusion from high to low density. Now insert \(f=\psi_T^2\propto e^{-ax^2}\), for which \(f'=-2ax f\):

\[
J=-ax\,f-\tfrac12(-2ax\,f)=0 .
\]

The drift pulls walkers inward exactly as fast as diffusion spreads them outward, at each \(x\) separately.

**Following the approach in time.** The functions \(g=x\) and \(g=x^2\) do not vanish far away, but a Gaussian \(f\) decays fast enough that the boundary terms still drop out. Choosing them in the averaged equation gives

\[
\frac{d\langle x\rangle}{d\tau}=-a\langle x\rangle,\qquad
\frac{d\langle x^2\rangle}{d\tau}=1-2a\langle x^2\rangle .
\]

For \(a=1/2\), start from a Gaussian of mean 1 and variance \(1/2\), so \(\langle x^2\rangle=\tfrac12+1^2=1.5\). The solutions are \(\langle x\rangle=e^{-\tau/2}\) and \(\langle x^2\rangle=1+0.5\,e^{-\tau}\). With \(E_L=0.25+0.375\,x^2\),

\[
\langle E_L\rangle=0.25+0.375\,(1+0.5\,e^{-\tau})=0.625+0.1875\,e^{-\tau}.
\]

A grid solution of the drift-diffusion equation gives 0.8125 at \(\tau=0\), 0.6939 at \(\tau=1\) and 0.6283 at \(\tau=4\). The formula gives 0.8125, 0.6940 and 0.6284.

**Limit \(a=1\).** Here \(\psi_T\) is the exact ground state and \(E_L=1/2\) for every \(x\). The weights are then the same for all walkers, and switching them off changes nothing in the normalized density.

## 2. Any trial function: where drift and weights come from

Multiply the imaginary-time equation by \(\psi_T\), which does not depend on \(\tau\):

\[
\frac{\partial f}{\partial\tau}=\tfrac12\psi_T\nabla^2\phi-(V-E_T)f .
\]

The first term must be written in terms of \(f\). The product rule gives

\[
\nabla^2 f=\psi_T\nabla^2\phi+2\nabla\psi_T\cdot\nabla\phi+\phi\nabla^2\psi_T ,
\]

and, because \(vf=\phi\nabla\psi_T\),

\[
\nabla\cdot(vf)=\nabla\phi\cdot\nabla\psi_T+\phi\nabla^2\psi_T .
\]

Take half of the first line minus the second. The mixed gradient terms cancel:

\[
\tfrac12\nabla^2f-\nabla\cdot(vf)=\tfrac12\psi_T\nabla^2\phi-\tfrac12\phi\nabla^2\psi_T .
\]

Solve for \(\tfrac12\psi_T\nabla^2\phi\), and write \(\phi\nabla^2\psi_T=(\nabla^2\psi_T/\psi_T)f\):

\[
\frac{\partial f}{\partial\tau}=\tfrac12\nabla^2f-\nabla\cdot(vf)-\left(V-\frac{\nabla^2\psi_T}{2\psi_T}-E_T\right)f .
\]

The first two terms in the bracket are \(E_L\), so

\[
\frac{\partial f}{\partial\tau}=\tfrac12\nabla^2f-\nabla\cdot(vf)-(E_L-E_T)f .
\]

The first two terms on the right move walkers. The last changes their number or weight at a fixed place, by a factor \(e^{-\Delta(E_L-E_T)}\) in a short step. This last term is called branching.

**Limit of constant \(\psi_T\).** In a periodic box a constant \(\psi_T\) is allowed. Then \(v=0\) and \(E_L=V\), and the equation returns to free diffusion with weights set by the potential. Without weights the density becomes uniform, which is \(\psi_T^2\) for this choice.

## 3. Weights off: the current vanishes

Setting every weight to 1 removes the last term and leaves a continuity equation:

\[
\frac{\partial f}{\partial\tau}=-\nabla\cdot J,\qquad J=vf-\tfrac12\nabla f .
\]

The number of walkers is conserved. For \(f=\psi_T^2\) the two parts of the current are

\[
v\,\psi_T^2=\frac{\nabla\psi_T}{\psi_T}\,\psi_T^2=\psi_T\nabla\psi_T,
\qquad
\tfrac12\nabla\psi_T^2=\tfrac12\cdot2\,\psi_T\nabla\psi_T=\psi_T\nabla\psi_T .
\]

They are equal, so

\[
J=0\quad\text{and hence}\quad\frac{\partial f}{\partial\tau}=0 .
\]

The factor 2 from differentiating the square cancels the \(\tfrac12\) of the diffusion term. This is why the density is the square of \(\psi_T\) and not another power. The potential \(V\) does not appear: without weights, the walkers know the Hamiltonian only through the choice of \(\psi_T\).

**Zero current is more than stationarity.** Stationarity needs only \(\nabla\cdot J=0\). In two dimensions, take \(\psi_T^2\propto e^{-(x^2+y^2)/2}\) and add to \(v\) a rotating drift \(w=(-y,x)\). Its contribution to the divergence is

\[
\nabla\cdot(w\psi_T^2)=-y\,(-x)\,\psi_T^2+x\,(-y)\,\psi_T^2=0 ,
\]

so the density stays the same while walkers circulate with current \(w\psi_T^2\neq0\). The drift of DMC has no such part, because \(v=\nabla\ln|\psi_T|\) is a gradient.

**Weights on again.** For \(f=\psi_T^2\) the full equation gives \(\partial f/\partial\tau=-(E_L-E_T)\psi_T^2\). This vanishes only if \(E_L=E_T\) wherever \(\psi_T\neq0\). For a \(\psi_T\) whose gradient is continuous everywhere, including across its nodes, this means that \(\psi_T\) is an eigenfunction of \(H\) with eigenvalue \(E_T\). This condition is sufficient, not necessary: the hydrogen ground state \(e^{-r}\) has a cusp at the nucleus and is an eigenfunction, because a point cusp in three dimensions puts no delta term into \(\nabla^2\psi_T\). It cannot simply be dropped either: for the oscillator, \(|x|\,e^{-x^2/2}\) has \(E_L=3/2\) at every \(x\neq0\), yet it is nowhere negative, overlaps the ground state and is not an eigenfunction. For an eigenfunction with another eigenvalue only the total weight changes. If a \(\psi_T\) with continuous gradient is not an eigenfunction, \(E_L\) varies with \(R\) and the weights drive the density away from \(\psi_T^2\).

## 4. Do the walkers get there?

Write any density as \(f=\psi_T^2h\). The part of the current in which \(h\) is not differentiated cancels as before, leaving

\[
J=\psi_T\nabla\psi_T\,h-\tfrac12\left(2\psi_T\nabla\psi_T\,h+\psi_T^2\nabla h\right)=-\tfrac12\psi_T^2\nabla h .
\]

A current flows wherever \(h\) is uneven, and it flows so as to level \(h\). Measure the distance from \(\psi_T^2\) by

\[
D=\int\psi_T^2(h-1)^2\,dR=\int\frac{f^2}{\psi_T^2}\,dR-1 ,
\]

where the second form uses \(\int f\,dR=\int\psi_T^2\,dR=1\). The starting density must be such that \(D\) is finite. Since \(\psi_T^2\,\partial h/\partial\tau=\tfrac12\nabla\cdot(\psi_T^2\nabla h)\),

\[
\frac{dD}{d\tau}=2\int\psi_T^2(h-1)\frac{\partial h}{\partial\tau}\,dR=\int(h-1)\,\nabla\cdot(\psi_T^2\nabla h)\,dR=-\int\psi_T^2|\nabla h|^2\,dR\le0 .
\]

The last step is an integration by parts. It assumes that \(\psi_T^2(h-1)\nabla h\) gives no boundary contribution at infinity or at nodes.

A stationary density has \(dD/d\tau=0\), hence \(\nabla h=0\) wherever \(\psi_T\neq0\). If \(\psi_T\) has no nodes, \(h\) is a single constant, and normalization makes it 1. Within these assumptions \(\psi_T^2\) is the only stationary density. The argument does not say how fast \(D\) falls, nor does it prove by itself that \(D\) reaches zero.

**Test on the oscillator.** For the start of section 1, the grid solution gives \(D=1.249\) at \(\tau=0\), 0.388 at \(\tau=1\), 0.138 at \(\tau=2\) and 0.0003 at \(\tau=8\). At \(\tau=1\) the slope from finite differences is \(-0.4130\), and the integral on the right-hand side gives \(-0.4129\).

**Test away from the Gaussian.** The function \(\psi_T\propto(1+x^2/2)\,e^{-x^2/4}\) has the drift

\[
v=-\frac x2+\frac{x}{1+x^2/2}.
\]

Near \(x=0\) this is \(+x/2\), so walkers are pushed away from the centre. From the same one-sided start, the density at \(\tau=100\) has two maxima of height 0.2135 and the value 0.1451 at the centre. Its largest deviation from \(\psi_T^2\) is \(2\times10^{-5}\), about \(10^{-4}\) of the maximum. This remainder is the error of the grid (spacing 0.04), not unfinished relaxation: it falls by a factor of 4 when the spacing is halved.

## 5. Trial functions with nodes

At a node \(v\) diverges. Let \(x\) be the distance from a smooth node, where \(\psi_T\approx cx\) and therefore \(v\approx1/x\), pointing away from the node. As a one-dimensional model, take \(\psi_T=cx\) and \(v=1/x\) exactly on the whole interval up to \(x=2\); the numbers below belong to this model. Let \(p(x)\) be the chance that a walker at \(x\) reaches a small distance \(\varepsilon\) before it reaches \(x=2\). One short step does not change this chance on average, so the Taylor expansion of section 1 gives

\[
\frac1x\,p'+\tfrac12p''=0\quad\Longrightarrow\quad(x^2p')'=0\quad\Longrightarrow\quad p=A+\frac Bx .
\]

The conditions \(p(\varepsilon)=1\) and \(p(2)=0\) fix the constants:

\[
p(x)=\frac{1/x-1/2}{1/\varepsilon-1/2}.
\]

From \(x=1\) the chance is 0.0526 for \(\varepsilon=0.1\), 0.00503 for \(\varepsilon=0.01\) and 0.0005 for \(\varepsilon=0.001\). It goes to zero with \(\varepsilon\), so the node itself is not reached. For a general one-dimensional \(\psi_T\) with no other node on the interval, the equation \(vp'+\tfrac12p''=0\) reads \((\psi_T^2p')'=0\), so \(p(x)=\int_x^2\psi_T^{-2}ds\big/\int_\varepsilon^2\psi_T^{-2}ds\). The denominator grows like \(1/(c^2\varepsilon)\), so the values change but \(p\) still vanishes as \(\varepsilon\to0\).

In continuous time the walkers therefore stay in the nodal pocket, the connected region of one sign of \(\psi_T\), in which they started. The function \(h\) may settle to a different constant \(c_i\) in each pocket. The density \(c_i\psi_T^2\) also has zero current, but it equals \(\psi_T^2\) overall only if the initial share of walkers in each pocket was right. If symmetry makes the pockets equivalent, as for the two half-lines of an odd \(\psi_T\) whose only node is at \(x=0\), in an even one-dimensional potential, the average of \(E_L\) is the same in each pocket and the shares do not affect the energy.

## 6. What energy is measured

With density \(\psi_T^2\), the average local energy is

\[
\int\psi_T^2\,\frac{H\psi_T}{\psi_T}\,dR=\int\psi_T H\psi_T\,dR=E_V ,
\]

the variational energy of \(\psi_T\). Walkers see \(E_L\) only as an ordinary function of \(R\), so this step assumes that \(H\psi_T\) contains no delta term where \(\psi_T\neq0\). A point cusp in three dimensions is harmless: for hydrogen and \(\psi_T\propto e^{-\zeta r}\), \(E_L=-\zeta^2/2+(\zeta-1)/r\) and \(\langle1/r\rangle=\zeta\), so the average is \(\zeta^2/2-\zeta=E_V\). A kink across a surface, or at a point in one dimension, does produce a delta term, which the walkers miss. For the oscillator and \(\psi_T\propto e^{-|x|}\), \(E_L=-\tfrac12+x^2/2\) at every \(x\neq0\) and \(\langle x^2\rangle=\tfrac12\), so the walkers' average is \(-\tfrac14\), below the ground-state energy, while \(E_V=\tfrac12\int(\psi_T')^2dx+\langle V\rangle=\tfrac12+\tfrac14=\tfrac34\). For the oscillator with \(a=1/2\), \(\psi_T^2\propto e^{-x^2/2}\) has \(\langle x^2\rangle=1\), and

\[
E_V=0.25+0.375\times1=0.625\ \hbar\omega .
\]

Computed separately from the definition, the kinetic part \(\tfrac12\int(\psi_T')^2dx\) is 0.125 and the potential part is 0.5, with the same sum.

With the weights on and a nodeless \(\psi_T\), expand \(\phi\) in eigenfunctions \(\phi_n\) of \(H\). Each component is multiplied by \(e^{-(E_n-E_T)\tau}\), so the ground state \(\phi_0\) dominates at long times if it is present at the start. If \(\psi_T\) has nodes, \(\phi\) is held to zero there, and the expansion runs over the eigenfunctions of each pocket instead. The energy approached is then the lowest pocket energy among the occupied pockets. By the variational principle it is not below \(E_0\), and an overlap of \(\psi_T\) with \(\phi_0\) does not bring it down to \(E_0\). For a nodeless \(\psi_T\) with no delta term in \(H\psi_T\), the density becomes proportional to \(\psi_T\phi_0\), and because \(H\) is Hermitian,

\[
\frac{\int\phi_0\,H\psi_T\,dR}{\int\phi_0\psi_T\,dR}=E_0 .
\]

In the example \(\phi_0\propto e^{-x^2/2}\), so \(\psi_T\phi_0\propto e^{-3x^2/4}\) and \(\langle x^2\rangle=2/3\). The same local energy now averages to \(0.25+0.375\times\tfrac23=0.5\ \hbar\omega\).

On one grid, with the branching term as the only difference, the long-time energies are 0.6249 without it and 0.4999 with it; the gaps of about \(10^{-4}\) to 0.625 and 0.5 are grid error. The weights account for the whole step from the variational energy to the ground-state energy.

## 7. A finite time step

The results so far hold for \(\Delta\to0\). A program uses a finite \(\Delta\), and for the Gaussian case the resulting error can be calculated. The move is \(x'=(1-a\Delta)x+\sqrt\Delta\,\xi\). In the stationary state, the variance \(s\) must reproduce itself:

\[
s=(1-a\Delta)^2s+\Delta\quad\Longrightarrow\quad s=\frac{\Delta}{2a\Delta-a^2\Delta^2}=\frac{1}{2a-a^2\Delta}.
\]

This requires \(0<a\Delta<2\); for larger steps the walkers run away. As \(\Delta\to0\), \(s\to1/(2a)\), the variance of \(\psi_T^2\). For \(a=1/2\) and \(\Delta=0.4\), \(s=1/0.9=1.111\), and the energy is \(0.25+0.375\times1.111=0.6667\). This is 0.042 above \(E_V\), or 6.7 % of it.

Simulations with 10 000 walkers give \(0.6662\pm0.0002\) for \(\Delta=0.4\), and \(0.6446\pm0.0005\) for \(\Delta=0.2\), where 0.6447 is predicted. The first value lies 0.00044 below the prediction, a difference about a hundred times smaller than the bias itself. The quoted errors are estimated from 20 blocks and are themselves noisy. For this linear move the standard error can be calculated: \(x^2\) has variance \(2s^2\), and its correlation falls by \(r=(1-a\Delta)^2=0.64\) per step. For 10 000 walkers and 2000 steps the standard error is therefore \(0.375\sqrt{2s^2\,\frac{1+r}{1-r}\big/(2\times10^7)}=0.00028\), and the difference is 1.6 standard errors.

**Removing the bias.** Let \(T(R'|R)\) be the probability density for proposing \(R'\) from \(R\):

\[
T(R'|R)\propto\exp\left[-\frac{|R'-R-\Delta\,v(R)|^2}{2\Delta}\right].
\]

Accept the proposal with probability

\[
A(R'|R)=\min\left(1,\ \frac{T(R|R')\,\psi_T^2(R')}{T(R'|R)\,\psi_T^2(R)}\right),
\]

and otherwise leave the walker at \(R\) and count it there again. If the walkers have density \(\psi_T^2\), the flow from \(R\) to \(R'\) is

\[
\psi_T^2(R)\,T(R'|R)\,A(R'|R)=\min\left[\psi_T^2(R)\,T(R'|R),\ \psi_T^2(R')\,T(R|R')\right].
\]

The right-hand side is unchanged when \(R\) and \(R'\) are exchanged. The flows between any two points therefore cancel in pairs, and \(\psi_T^2\) is stationary for every \(\Delta\). This detailed balance is the finite-step counterpart of \(J=0\). The algorithm is now VMC with a drifted proposal. A finite move can also jump across a node; this does no harm here, since the target is \(\psi_T^2\) on both sides.

With \(\Delta=0.4\) and 98.0 % of the moves accepted, the simulation gives \(0.6252\pm0.0004\), in agreement with \(E_V=0.625\).

**Weights on, finite step.** With the weights restored, accept/reject kept and \(\Delta=0.05\), the result is \(0.5018\pm0.0003\). It is close to \(E_0=0.5\) but lies six standard errors above it. The detailed-balance argument covers the moves alone and does not protect the weighted density \(\psi_T\phi_0\) from time-step error. That error is the likely cause of the excess, but this is a conjecture: the weighted run was not repeated with other steps or other numbers of walkers.

The numerical check printed below contains the grid, quadrature and simulation values used here, for the one grid spacing 0.04; apart from the effect of halving that spacing, the other numbers are calculated in the text.

## Numbers as computed

```
trial exponent a = 0.50
variational energy by quadrature = 0.625000 hbar*omega
  kinetic part = 0.125000, potential part = 0.500000
grid: 401 points, spacing 0.040
start: mean 1.0000, variance 0.5000
weights off: time, mean x, energy, distance D from psi^2
  0  1.0000  0.81250  1.24905
  1  0.6065  0.69388  0.38810
  2  0.3679  0.65025  0.13773
  4  0.1353  0.62829  0.01835
  8  0.0183  0.62491  0.00034
dD/dt at t=1: difference -0.4130, integral -0.4129
weights off, t=40: energy 0.62485, <x^2> 0.99960
  largest deviation from psi^2 = 4.0e-05 (peak of psi^2 = 0.3989)
weights on,  t=40: energy 0.49993, <x^2> 0.66649
  largest deviation from psi*phi_0 = 4.6e-05
two-humped psi, t=100: largest deviation from psi^2 = 1.9e-05
  maxima 2, density at centre 0.1451, at hump 0.2135
node: chance to reach eps from x=1 before x=2 (solved, formula)
  eps 0.100: 0.052632, 0.052632
  eps 0.010: 0.005025, 0.005025
  eps 0.001: 0.000500, 0.000500
walkers: 10000; energies in hbar*omega, one standard error
  weights off, plain move, step 0.4: 0.66623 +- 0.00017, predicted 0.66667
  weights off, plain move, step 0.2: 0.64455 +- 0.00053, predicted 0.64474
  weights off, accept/reject, step 0.4: 0.62524 +- 0.00036, accepted 97.99 %
  weights on, accept/reject, step 0.05: 0.50178 +- 0.00028, accepted 99.92 %
```
